Interface resistance from electron-phonon nonequilibrium in a metal, derived two ways

**The decision that depends on the result**

A lattice-dynamics calculation of heat flow from a metal into an insulator yields a phonon interface conductance h_p. In the metal, however, most of the heat is usually carried by electrons. If electrons cannot cross the interface, their heat must first pass to the metal's phonons, and this costs an additional temperature drop. Before h_p is used as the conductance of the whole interface, one must decide whether that drop matters.

For a metal whose electrons conduct much better than its phonons, the additional resistance is 1/√(g k_p). Here g is the electron-phonon coupling per unit volume and kelvin, and k_p is the phonon thermal conductivity of the metal. The comparison to make is therefore between h_p and √(g k_p). For a metal layer thick compared with √(k_p/g), the phonon calculation suffices if h_p is much smaller; otherwise the resistance must be added. Thinner films depend on how they are heated, as shown below. It must not be added to a simulation that already resolves separate electron and phonon temperatures in the metal, since that simulation contains it.

**Model and definition of the resistance**

The metal fills x < 0 and the insulator x > 0. A steady heat flux q > 0 runs toward +x. Electrons and phonons in the metal have temperatures T_e and T_p, conductivities k_e and k_p, and fluxes

j_e = −k_e T_e′,  j_p = −k_p T_p′.

A prime denotes d/dx. Electrons lose heat to phonons at the rate g(T_e − T_p) per unit volume. In a steady state the divergence of each flux equals the heat received, so

j_e′ = −g(T_e − T_p),  j_p′ = +g(T_e − T_p).  (1)

With constant conductivities these are the two-temperature equations

k_e T_e″ = g(T_e − T_p),  k_p T_p″ = −g(T_e − T_p).  (2)

Adding the two parts of (1) shows that j_e + j_p = q is constant.

Only phonons cross the interface. Hence j_e(0) = 0, and the phonon conductance is defined by q = h_p[T_p(0) − T_s], where T_s is the temperature of the insulator surface. Far from the interface, electrons and phonons share one temperature.

Write k = k_e + k_p. Deep in the metal the common temperature falls with slope −q/k. Extrapolating this straight line to x = 0 gives a temperature T_m(0), and the interface resistance is

R = [T_m(0) − T_s]/q.

This definition subtracts the ordinary resistance of the metal. Inserting T_p(0) between the two temperatures gives

R = R_ep + 1/h_p,  R_ep = [T_m(0) − T_p(0)]/q.  (3)

The two resistances are in series because the whole flux q passes through the phonons at the interface. It remains to find R_ep.

**First derivation: the temperature profiles**

Two combinations of the temperatures separate the equations:

T_m = (k_e T_e + k_p T_p)/k,  θ = T_e − T_p.

The first obeys k T_m′ = −(j_e + j_p) = −q, so T_m is a straight line of slope −q/k everywhere. Deep in the metal θ = 0 and T_e = T_p = T_m, so this is the line used in the definition of R.

For the second, divide the equations (2) by k_e and k_p and subtract:

θ″ = g(1/k_e + 1/k_p)θ = θ/ℓ²,  ℓ² = k_e k_p/(g k).  (4)

The solutions are exp(x/ℓ) and exp(−x/ℓ). The second grows toward x → −∞ and is excluded by equilibrium in the bulk, leaving

θ = θ₀ exp(x/ℓ).

The amplitude follows from the interface. There T_e′(0) = 0 and T_p′(0) = −q/k_p, so θ′(0) = q/k_p. The solution has θ′(0) = θ₀/ℓ, and therefore

θ₀ = qℓ/k_p.  (5)

To recover the phonon temperature, put T_e = T_p + θ into the definition of T_m. This gives T_m = T_p + (k_e/k)θ, or

T_p = T_m − (k_e/k)θ,  T_e = T_m + (k_p/k)θ.  (6)

The phonons at the interface are colder than the extrapolated line by (k_e/k)θ₀. Dividing by q and inserting ℓ,

R_ep = k_e ℓ/(k k_p)
  = [k_e/(k k_p)] √(k_e k_p/(g k))
  = (k_e/k)^(3/2) / √(g k_p).  (7)

The heat exchanged confirms the picture. Integrating gθ over the metal gives

∫ gθ dx = gθ₀ℓ = q gℓ²/k_p = q k_e/k,

which is the flux the electrons carry in the bulk. They hand all of it to the phonons before the interface, mostly within a few lengths ℓ.

**Second derivation: the least cost of transferring the heat**

The same resistance can be found from the fluxes, without solving for the temperatures. Let the metal end at x = −L, where both carriers are held at T_L, and let L → ∞ later. Consider the derivative

(j_e T_e + j_p T_p)′ = j_e′T_e + j_p′T_p + j_e T_e′ + j_p T_p′.

Since j_p′ = −j_e′, the first two terms equal j_e′θ, and by (1) θ = −j_e′/g. In the last two terms T_e′ = −j_e/k_e and T_p′ = −j_p/k_p. Thus

(j_e T_e + j_p T_p)′ = −[j_e²/k_e + j_p²/k_p + (j_e′)²/g].

Integrate from −L to 0. At the far face the bracket on the left is qT_L, because the temperatures are equal. At the interface it is qT_p(0), because j_e(0) = 0. Hence

q[T_L − T_p(0)] = ∫ [j_e²/k_e + j_p²/k_p + (j_e′)²/g] dx.  (8)

For small temperature differences about a mean temperature T, the left side divided by T² is the entropy produced per unit area and time. The three terms on the right are the costs of electron conduction, phonon conduction and exchange.

Now measure the fluxes from their bulk values:

j_e = (k_e/k)q − u,  j_p = (k_p/k)q + u.

The function u(x) is the phonon flux in excess of its bulk value. In a thick metal this is the heat flux already moved from electrons to phonons. Its value at the interface is fixed by j_e(0) = 0:

u(0) = (k_e/k)q.

When the squares in (8) are expanded, the terms linear in u are −2qu/k and +2qu/k, which cancel. The terms without u add to q²/k, the ordinary cost of conduction. What remains is

q²R_ep = ∫ [k u²/(k_e k_p) + (u′)²/g] dx ≡ F[u].  (9)

The true u makes F least among all functions with the same u(0). To show this, note two relations obeyed by the true fluxes. From (1), u′ = −j_e′ = gθ. From the conduction laws,

θ′ = −j_e/k_e + j_p/k_p = u(1/k_e + 1/k_p) = k u/(k_e k_p).

Replace u by u + w with w(0) = 0. Then

F[u + w] = F[u] + F[w] + 2∫ [k u w/(k_e k_p) + u′w′/g] dx
  = F[u] + F[w] + 2∫ (θ′w + θw′) dx
  = F[u] + F[w] + 2[θw] taken from −L to 0.

The boundary term vanishes, at 0 because w = 0 and at −L because θ = 0. Since F[w] ≥ 0, the true u gives the minimum.

The minimum follows by completing a square. By (4), k/(k_e k_p) = 1/(gℓ²), so

F[u] = (1/g)∫ [u²/ℓ² + (u′)²] dx
  = (1/g)∫ (u′ − u/ℓ)² dx + (1/(gℓ))∫ (u²)′ dx.

For L → ∞, a finite F requires u → 0 deep in the metal, so the last integral is u(0)². The first integral cannot be negative, and it vanishes for u = u(0) exp(x/ℓ), which is an allowed function. Therefore

q²R_ep = u(0)²/(gℓ) = q²(k_e/k)²/(gℓ).

Inserting 1/ℓ = √(g k/(k_e k_p)),

R_ep = (k_e/k)² √(k/(g k_e k_p)) = (k_e/k)^(3/2)/√(g k_p),

in agreement with (7).

This derivation shows why a square root appears. A transfer spread over a length b costs an amount proportional to b/k_p for k_e ≫ k_p, because phonons carry the heat over that distance. It also costs an amount proportional to 1/(gb), because a shorter region needs a larger temperature difference. The best compromise has b of order √(k_p/g), and both costs are then of order 1/√(g k_p). For the exact profile in a thick metal, u′ = u/ℓ makes the two terms of F equal at every point.

**What each derivation assumes**

Both use Fourier conduction for each carrier, local exchange proportional to T_e − T_p, positive coefficients independent of temperature, no electronic flux through the interface, and an equilibrated far side. They differ in what they need beyond this and in what they can be extended to.

The first derivation needs constant coefficients to obtain exponentials. In return it gives both temperature profiles, and it adapts directly to other boundary conditions.

The second derivation uses the particular conditions j_e(0) = 0 and θ(−L) = 0 to remove boundary terms. Equation (9) needs a uniform ratio k_e/k, because it uses u′ = −j_e′. The square is completed above for constant coefficients; with k_e/k uniform, the same step works whenever the product g k_p is uniform. Equations (8) and (9) and the minimum property survive if the coefficients vary with x, provided that the ordinary drop is taken as ∫ q/k dx and u is measured from the local value (k_e/k)q with k_e/k uniform. One consequence is that increasing g anywhere in the metal, with the conductivities unchanged, cannot raise R_ep: the old u remains an allowed function and its cost does not increase.

**Limits of the conductivity ratio**

For k_e ≫ k_p, write (k_e/k)^(3/2) = (1 + k_p/k_e)^(−3/2) and expand:

R_ep √(g k_p) = 1 − (3/2)k_p/k_e + …

The simple form 1/√(g k_p) is thus the leading term, and it overestimates R_ep. At k_e/k_p = 1000 the numerical solution of (2) gives a first correction coefficient of 1.50, consistent with 3/2.

For equal conductivities the factor is 2^(−3/2) = 0.3536, so the simple form is about 2.8 times R_ep. For k_e ≪ k_p it tends to (k_e/k_p)^(3/2): electrons carry little heat, and little has to be transferred.

A related quantity is the actual difference between the carriers at the interface. From (5),

θ₀/q = √(k_e/k)/√(g k_p).

It has the same leading limit as R_ep but a different correction. The resistance to be added to 1/h_p is R_ep, because R is defined from the extrapolated temperature and not from T_e(0).

**A worked case**

Take round model parameters k_e = 200 W/(m K), k_p = 10 W/(m K), g = 10¹⁷ W/(m³ K), h_p = 200 MW/(m² K) and q = 1 GW/m². Then

ℓ = √(200 × 10/(10¹⁷ × 210)) m = 9.76 nm,
θ₀ = 10⁹ × 9.76×10⁻⁹/10 K = 0.976 K,
T_m(0) − T_p(0) = (200/210) × 0.976 K = 0.929 K.

Dividing the last drop by q gives R_ep = 0.929 m² K/GW, against 1.000 m² K/GW from the simple form. The simple form is about 8% above R_ep.

The phonon interface itself has 1/h_p = 5.000 m² K/GW. The total is

R = 5.000 + 0.929 = 5.929 m² K/GW,

or a conductance of 168.7 MW/(m² K). Neglecting nonequilibrium would give 200 MW/(m² K), so here nonequilibrium lowers the conductance by about 16% of h_p. The electrons transfer 200/210 = 95% of the total flux to the phonons.

**Films comparable with the coupling length**

Suppose the film has thickness L and its far face holds T_e = T_p. The solution of (4) that vanishes there is θ = A sinh[(x + L)/ℓ]. The interface condition θ′(0) = q/k_p gives A = qℓ/[k_p cosh(L/ℓ)], so

θ(0) = (qℓ/k_p) tanh(L/ℓ).

At the far face T_m is the common temperature, and (6) still holds. The additional resistance is therefore

R_ep(L) = R_ep tanh(L/ℓ).

In the worked case it is 0.4385, 0.7173, 0.8991 and 0.9294 m² K/GW for L = 5, 10, 20 and 50 nm. The reduction occurs because the far reservoir supplies heat directly to the phonons. As L → 0,

R_ep(L) → L k_e/(k k_p) = L/k_p − L/k,

which is the resistance of a film conducting through phonons alone, less the ordinary resistance already subtracted. A different far-face condition changes this result and can reverse the trend. If the heat enters the electrons alone at the far face, then θ′(−L) = −q/k_e, and (4) gives R_ep(L) = (k_e ℓ/k)[coth(L/ℓ)/k_p + 1/(k_e sinh(L/ℓ))]. This exceeds the thick-metal value, is 2.06 m² K/GW at L = 5 nm in the worked case, and grows as (k_e/k)/(gL) when L → 0, because the transfer must then take place within the film thickness.

**When electrons also cross**

Let electrons reach the same insulator surface through a conductance h_e. Put M = T_m(0) − T_s. By (6) the two interface fluxes are

q_e = h_e[M + (k_p/k)θ₀],  q_p = h_p[M − (k_e/k)θ₀].

In a thick metal θ′(0) = θ₀/ℓ, while the conduction laws give θ′(0) = q_p/k_p − q_e/k_e. Equating these and collecting θ₀,

θ₀ = M D/B,
D = h_p/k_p − h_e/k_e,
B = 1/ℓ + k_e h_p/(k k_p) + k_p h_e/(k k_e).

The total flux is q = (h_e + h_p)M + θ₀(k_p h_e − k_e h_p)/k. The last bracket equals −k_e k_p D, so the conductance h = q/M is

h = h_e + h_p − (k_e k_p/k)D²/B.  (10)

For h_e = 0, multiplying numerator and denominator of the last term by ℓ and using (7) gives h = h_p − h_p²R_ep/(1 + h_p R_ep) = h_p/(1 + h_p R_ep), the series law. If k_e → ∞ with the other parameters fixed, (10) becomes h_e in parallel with the series branch. For D = 0 the carriers remain at one temperature, since the interface draws heat from them in the same ratio as the bulk supplies it.

With h_e = 100 MW/(m² K) in the worked case, (10) gives 270.2 MW/(m² K), while the parallel estimate is 100 + 168.65 = 268.7 MW/(m² K). The estimate is slightly low because it keeps the nonequilibrium loss found at h_e = 0. In (10), adding h_e lowers D and raises B while D is positive, so that loss shrinks. It would vanish at h_e = 4000 MW/(m² K).

**Where the continuum description fails**

The transfer takes place within a distance of order ℓ, about 10 nm in the worked case. Fourier's law for the metal's phonons requires their mean free paths to be short compared with this distance. If they are not, k_p is no longer a local property of the transfer region, and neither derivation justifies (7); a transport equation for the phonons is then needed. The same applies if different phonon modes couple to the electrons so unequally that one temperature T_p cannot describe them. Fourier's law for the electrons sets the same condition on their mean free path, 3k_e/(C_e v_F), where C_e is the electronic heat capacity per volume and v_F the Fermi velocity. For free electrons at 300 K with k_e = 200 W/(m K) and densities from 5.9×10²⁸ to 1.8×10²⁹ m⁻³, this is about 23 to 11 nm, which exceeds ℓ in the worked case. For k_e ≫ k_p this matters little, because the electrons depart from the straight line only by (k_p/k)θ₀, about 0.05 K in the worked case. A single-relaxation-time Boltzmann equation for the electrons, with specular reflection at the interface and Fourier phonons, raises R_ep by about 0.7% for 11 nm and 2.7% for 23 nm. The condition on the phonons has no such protection, and the numbers of the worked case illustrate the formulas and are not a prediction for a real interface.

The numerical output gives the comparison of these formulas with direct solutions of the two-temperature equations.

Computed values

```
INPUTS
k_e = 200 W/(m K), k_p = 10 W/(m K)
g = 1.0e+17 W/(m^3 K)
h_p = 200 MW/(m^2 K), q = 1.0 GW/m^2
THICK METAL, PHONONS ONLY CROSS
coupling length ell = 9.759 nm
T_e(0)-T_p(0): formula 0.9759 K, numerical 0.9759 K
extra drop T_m(0)-T_p(0) = 0.9294 K
phonon interface drop q/h_p = 5.0000 K
heat passed to phonons / q: formula 0.9524, numerical 0.9524
R_ep formula   = 0.9294 m^2 K/GW
R_ep numerical = 0.9294 m^2 K/GW
1/sqrt(g k_p)  = 1.0000 m^2 K/GW
1/R_ep = 1075.9 MW/(m^2 K)
total R = 5.9294 m^2 K/GW
total h = 168.65 MW/(m^2 K)
R_ep*sqrt(g k_p) VERSUS k_e/k_p (k_p fixed)
ratio    0.1: numerical 0.0274, formula 0.0274
ratio    1.0: numerical 0.3536, formula 0.3536
ratio    5.0: numerical 0.7607, formula 0.7607
ratio   20.0: numerical 0.9294, formula 0.9294
ratio 1000.0: numerical 0.9985, formula 0.9985
first correction coefficient, numerical = 1.501
FINITE FILMS, FAR FACE EQUILIBRATED: R_ep in m^2 K/GW
L =    5 nm: numerical 0.4385, formula 0.4385
L =   10 nm: numerical 0.7173, formula 0.7173
L =   20 nm: numerical 0.8991, formula 0.8991
L =   50 nm: numerical 0.9294, formula 0.9294
ELECTRONS CROSS AS WELL
h_e = 100 MW/(m^2 K)
h numerical = 270.20 MW/(m^2 K)
h formula   = 270.20 MW/(m^2 K)
h_e + series branch = 268.65 MW/(m^2 K)
h_e for no nonequilibrium = 4000 MW/(m^2 K)
```
